# In-plane stresses in an equibiaxially strained (110) silicon film

## Problem

A silicon film of thickness 10 nm has the crystal direction [110] as its normal. A thick substrate holds it at a tensile strain $\varepsilon = 0.40\,\%$, the same in every in-plane direction and measured from the unstressed film. The upper face is free. Find the principal stresses in the plane of the film, far from its edges.

Use linear elasticity with the rough room-temperature constants $C_{11}=166$ GPa, $C_{12}=64$ GPa and $C_{44}=80$ GPa. Tension is positive, and shear strains are tensor components, so that $\sigma_{xy}=2C_{44}\varepsilon_{xy}$ in the cube axes $x,y,z$.

## A tempting solution

Let axis 3 be the film normal. The free face requires $\sigma_{33}=0$. With the cubic stress-strain law,

$$C_{12}\varepsilon+C_{12}\varepsilon+C_{11}\varepsilon_{33}=0,\qquad \varepsilon_{33}=-\frac{2C_{12}}{C_{11}}\varepsilon .$$

The two in-plane directions enter in the same way, so both stresses are

$$\sigma=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_{33}
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon .$$

This gives 723 MPa in every in-plane direction. Equal strains appear to have produced equal stresses.

## Where it fails

The condition $\sigma_{33}=0$ is right, but the law used to express it is not. The constants $C_{11}$ and $C_{12}$ connect normal strains and stresses along the cube axes. The calculation has used them along [110], which is a face diagonal. Its result belongs to a film with normal [001].

The stiffnesses must first be referred to the film axes

$$\mathbf e_1=\frac{(-1,1,0)}{\sqrt2},\qquad
\mathbf e_2=(0,0,1),\qquad
\mathbf e_3=\frac{(1,1,0)}{\sqrt2}.$$

The in-plane axes are thus $[\bar110]$ and [001]. They are not equivalent directions of a cubic crystal, so nothing guarantees equal stresses along them.

## Right solution

### The stress-strain law in the film axes

Take normal strains $\varepsilon_1,\varepsilon_2,\varepsilon_3$ along the film axes. The strain tensor is $\sum_i\varepsilon_i\,\mathbf e_i\mathbf e_i$, and its cube-axis components are

$$\varepsilon_{xx}=\varepsilon_{yy}=\frac{\varepsilon_1+\varepsilon_3}{2},\qquad
\varepsilon_{zz}=\varepsilon_2,\qquad
\varepsilon_{xy}=\frac{\varepsilon_3-\varepsilon_1}{2},$$

with $\varepsilon_{xz}=\varepsilon_{yz}=0$. In these axes the cubic law may be used:

$$\sigma_{xx}=\sigma_{yy}=\frac{C_{11}+C_{12}}{2}(\varepsilon_1+\varepsilon_3)+C_{12}\varepsilon_2,$$

$$\sigma_{zz}=C_{11}\varepsilon_2+C_{12}(\varepsilon_1+\varepsilon_3),\qquad
\sigma_{xy}=C_{44}(\varepsilon_3-\varepsilon_1).$$

Projecting back with $\sigma_{ij}=\mathbf e_i\cdot\boldsymbol\sigma\cdot\mathbf e_j$ gives

$$\sigma_{11}=\sigma_{xx}-\sigma_{xy},\qquad \sigma_{22}=\sigma_{zz},\qquad \sigma_{33}=\sigma_{xx}+\sigma_{xy}.$$

The shear stress $\sigma_{13}=(\sigma_{yy}-\sigma_{xx})/2$ vanishes, and so do $\sigma_{12}$ and $\sigma_{23}$, because $\sigma_{xz}=\sigma_{yz}=0$. Reading off the coefficients of the strains gives the film-axis stiffnesses:

$$C'_{11}=C'_{33}=\frac{C_{11}+C_{12}+2C_{44}}{2}=195\ \text{GPa},$$

$$C'_{13}=\frac{C_{11}+C_{12}-2C_{44}}{2}=35\ \text{GPa},$$

$$C'_{12}=C'_{23}=C_{12}=64\ \text{GPa},\qquad C'_{22}=C_{11}=166\ \text{GPa}.$$

### All three traction conditions

The substrate fixes $\varepsilon_1=\varepsilon_2=\varepsilon$ and the in-plane shear $\varepsilon_{12}=0$. The strains $\varepsilon_{33}$, $\varepsilon_{13}$ and $\varepsilon_{23}$ are free to adjust. A traction-free face requires $\sigma_{33}=\sigma_{13}=\sigma_{23}=0$. Far from the edges the stress does not vary in the plane, so equilibrium reduces to $d\sigma_{i3}/dx_3=0$ and these zeros hold through the whole thickness.

The out-of-plane shears have to be examined before they are dropped. A strain $\varepsilon_{13}$ has cube components $\varepsilon_{xx}=-\varepsilon_{13}$ and $\varepsilon_{yy}=+\varepsilon_{13}$. It gives

$$\sigma_{13}=\frac{\sigma_{yy}-\sigma_{xx}}{2}=(C_{11}-C_{12})\varepsilon_{13}.$$

A strain $\varepsilon_{23}$ has $\varepsilon_{xz}=\varepsilon_{yz}=\varepsilon_{23}/\sqrt2$ and gives

$$\sigma_{23}=\frac{\sigma_{xz}+\sigma_{yz}}{\sqrt2}=2C_{44}\varepsilon_{23}.$$

Neither strain contributes to $\sigma_{33}$ or to the other shear traction. A stable cubic crystal has $C_{11}>|C_{12}|$ and $C_{44}>0$, so both shears must be zero.

This simplification comes from the symmetry of the (110) film, whose three axes are each perpendicular to a mirror plane of the crystal's point group, which governs its elastic constants. A (112) film lacks that symmetry. At the same in-plane strain it develops an out-of-plane shear strain of 0.069 %.

### The normal strain

The remaining condition is

$$0=\sigma_{33}=(C'_{13}+C'_{23})\varepsilon+C'_{33}\varepsilon_{33}.$$

With $D=C_{11}+C_{12}+2C_{44}=2C'_{33}$, it follows that

$$\varepsilon_{33}=-\frac{C_{11}+3C_{12}-2C_{44}}{D}\,\varepsilon .$$

Numerically, $\varepsilon_{33}=-(35+64)\varepsilon/195=-0.508\,\varepsilon=-0.203\,\%$.

The tempting solution had $\varepsilon_{33}=-(128/166)\varepsilon=-0.771\,\varepsilon$. In the (110) film that contraction would leave a normal stress of $(99-195\times0.771)\times0.004$ GPa, about $-205$ MPa, on a face that is supposed to be free.

### The in-plane stresses

Write $S=C_{11}+C_{12}$ and $T=2C_{44}$, so that $D=S+T$ and $\varepsilon_{33}=-(S+2C_{12}-T)\varepsilon/D$. Along [001],

$$\frac{\sigma_{22}}{\varepsilon}=S-\frac{C_{12}(S+2C_{12}-T)}{D}
=\frac{S^2-C_{12}S-2C_{12}^2+T(S+C_{12})}{D}.$$

Since $S^2-C_{12}S-2C_{12}^2=(S+C_{12})(S-2C_{12})$, the numerator is $(S+C_{12})(S-2C_{12}+T)$, and

$$\boxed{\sigma_{[001]}=\frac{(C_{11}+2C_{12})(C_{11}-C_{12}+2C_{44})}{C_{11}+C_{12}+2C_{44}}\,\varepsilon}$$

Along $[\bar110]$ there is a shorter way. The free face gives $\sigma_{xx}+\sigma_{xy}=0$, so

$$\sigma_{11}=\sigma_{xx}-\sigma_{xy}=-2\sigma_{xy}=2C_{44}(\varepsilon-\varepsilon_{33}).$$

The difference of strains is

$$\varepsilon-\varepsilon_{33}=\frac{(S+T)+(S+2C_{12}-T)}{D}\,\varepsilon=\frac{2(C_{11}+2C_{12})}{D}\,\varepsilon,$$

and therefore

$$\boxed{\sigma_{[\bar110]}=\frac{4C_{44}(C_{11}+2C_{12})}{C_{11}+C_{12}+2C_{44}}\,\varepsilon}$$

Because $\sigma_{12}=0$, these are the principal stresses. For the film in question,

$$\sigma_{[\bar110]}=\frac{4\times80\times294}{390}\times0.004\ \text{GPa}=965\ \text{MPa},$$

$$\sigma_{[001]}=\frac{294\times262}{390}\times0.004\ \text{GPa}=790\ \text{MPa}.$$

The tempting answer of 723 MPa is too low for both.

### Checking with the compliances

The cubic compliances are $S_{11}=7.670$, $S_{12}=-2.134$ and $S_{44}=12.500$ TPa$^{-1}$. With stresses in GPa, strains come out in units of $10^{-3}$. Along [001],

$$S_{12}\sigma_{11}+S_{11}\sigma_{22}=-2.134\times0.965+7.670\times0.790=4.00.$$

Along $[\bar110]$, the stress $\sigma_{11}$ has cube components $\sigma_{xx}=\sigma_{yy}=\sigma_{11}/2$ and $\sigma_{xy}=-\sigma_{11}/2$. With $\varepsilon_{xy}=S_{44}\sigma_{xy}/2$ and $\varepsilon_{11}=\varepsilon_{xx}-\varepsilon_{xy}$,

$$\varepsilon_{11}=\left(\frac{S_{11}+S_{12}}{2}+\frac{S_{44}}{4}\right)\sigma_{11}+S_{12}\sigma_{22}.$$

The bracket is 5.893 TPa$^{-1}$, and the sum is $5.893\times0.965-2.134\times0.790=4.00$. Both imposed strains of 0.40 % are recovered.

## What makes the stresses unequal

Subtracting the two results gives

$$\sigma_{[\bar110]}-\sigma_{[001]}=\frac{(C_{11}+2C_{12})(2C_{44}-C_{11}+C_{12})}{D}\,\varepsilon .$$

Stability makes $C_{11}+2C_{12}$ and $D$ positive, so the sign is set by $2C_{44}-C_{11}+C_{12}$, which is 58 GPa here. Under tension $[\bar110]$ carries the larger stress, by 175 MPa or a factor of 1.22. Under compression both stresses change sign and the ratio stays the same.

The difference builds up in two parts. If the normal strain were held at zero, the stresses would be 1036 MPa along $[\bar110]$ and 920 MPa along [001], already 116 MPa apart because $C'_{11}>C'_{22}$. Releasing the face lets the film contract along its normal. This lowers the stress along $[\bar110]$ by $35\times0.00203$ GPa $=71$ MPa and the stress along [001] by $64\times0.00203$ GPa $=130$ MPa, which adds the other 59 MPa.

Although no pair of perpendicular in-plane directions is sheared in strain, there is shear stress between them unless they are the principal axes. It is largest at 45° to these axes, where it equals half the difference, about 87 MPa.

Two limits show the role of $C_{44}$. If $2C_{44}=C_{11}-C_{12}$, the crystal is elastically isotropic, $D=2C_{11}$, and both stresses become $(C_{11}-C_{12})(C_{11}+2C_{12})\varepsilon/C_{11}$. This is the tempting formula in factored form, which is therefore correct for an isotropic film. If instead $C_{44}\to0$ with the other constants fixed, $\sigma_{[\bar110]}$ vanishes while $\sigma_{[001]}$ stays finite. The free face ties the stress along $[\bar110]$ to the cube-axis shear stress through $\sigma_{11}=-2\sigma_{xy}$, and $\sigma_{xy}$ vanishes with $C_{44}$ because the strains stay finite.

## The numbers beside a real film

The strain is roughly that of silicon grown on relaxed silicon-germanium with about 10 % germanium. The corrections below rest on rough coefficients and give sizes, not precise values.

- **Finite strain.** Solving the free-face condition with an energy that includes third-order elastic constants changes the true (Cauchy) stresses by about $-1.1\,\%$ along $[\bar110]$ and $-0.6\,\%$ along [001], relative to the linear values.
- **Use at 400 K.** A softening of $10^{-4}$ per kelvin, a round figure on the high side for silicon, lowers the stresses by 1.0 % over 100 K. A substrate that expands more than the film by $3.3\times10^{-7}$ per kelvin, as bulk silicon-germanium of this composition roughly would, raises them by 0.8 %. A relaxed buffer a few micrometres thick on a silicon wafer follows the expansion of the wafer instead, and this correction then falls below 0.1 %.
- **Dislocations.** An equilibrium estimate for perfect dislocations gliding on {111} planes, with isotropic line energy, gives a critical thickness of about 23 nm, or 17 to 25 nm depending on the core term in the line energy. The 10 nm film lies below it. The glide system that sets this value is driven by the [001] stress alone. An edge dislocation with its Burgers vector along $[\bar110]$ in the interface would relieve the larger stress and becomes favourable in energy near 12 nm (9 to 14 nm with the core term), close to the film thickness, but its line along [001] lies in no {111} glide plane, so it cannot arrive by such glide. The estimate leaves out partial dislocations and nucleation barriers, so it is no guarantee for a particular film.

Devices break a different assumption when the film is cut into narrow strips, because the side faces are then free as well. For a strip along $[\bar110]$ that keeps its lengthwise strain but relaxes fully across its width, $\sigma_{22}=0$. The compliance relation then gives $\sigma_{11}=0.004/(5.893\ \text{TPa}^{-1})=679$ MPa instead of 965 MPa. This value belongs to the fully relaxed limit only. In a strip still bonded to its substrate, the stresses depend on the ratio of width to height and on the position in the cross-section, and they need a separate calculation. In the fully relaxed limit the change far exceeds the corrections for finite strain and temperature. The values computed by the program are in the numerical output below.

## Numbers as computed

```
C11, C12, C44 (rough, silicon): 166, 64, 80 GPa
Imposed in-plane strain: 0.40 %
Film thickness: 10 nm
D = C11+C12+2C44: 390 GPa
C11+2C12: 294 GPa
C11-C12+2C44: 262 GPa
2C44-C11+C12: 58 GPa
Rotated C'11 = C'33: 195.0 GPa
Rotated C'22: 166.0 GPa
Rotated C'13: 35.0 GPa
Rotated C'12 = C'23: 64.0 GPa
No normal strain, stress [-110]: 1036.0 MPa
No normal strain, stress [001]: 920.0 MPa
No normal strain, stress [110]: 396.0 MPa
Normal strain / in-plane strain: -0.5077
Normal strain, free surface: -0.2031 %
Modulus stress/strain [-110]: 241.23 GPa
Modulus stress/strain [001]: 197.51 GPa
Stress [-110], free surface: 964.9 MPa
Stress [001], free surface: 790.0 MPa
Stress difference: 174.9 MPa
Stress ratio [-110]/[001]: 1.2214
Both stresses in a (001) film: 722.6 MPa
Out-of-plane shear strain, (112) film: 0.0690 %
Compliance S11: 7.6697 1/TPa
Compliance S12: -2.1342 1/TPa
Compliance S44: 12.5000 1/TPa
Strain recovered along [-110]: 0.4000 %
Strain recovered along [001]: 0.4000 %
Third-order constants C111 C112 C123 C144 C155 C456 (rough): -800 -450 -60 10 -310 -60 GPa
Nonlinear Cauchy stress [-110]: 954.5 MPa
Nonlinear Cauchy stress [001]: 785.7 MPa
Nonlinear change [-110]: -1.08 %
Nonlinear change [001]: -0.55 %
Nonlinear normal strain: -0.1992 %
Warming from 300 K: 100 K
Softening coefficient (rough): 1.0e-04 1/K
Stress change by softening: -1.00 %
Expansion mismatch (rough): 3.30e-07 1/K
Stress change by mismatch: 0.83 %
Lattice parameter (rough): 0.543 nm
Burgers vector length: 0.384 nm
Average shear modulus: 68.4 GPa
Average Poisson ratio: 0.217
Resolved shear on active glide system: 322.5 MPa
Critical thickness estimate: 23 nm
```
